**Average-lattice satellite of a coherent superlattice**

The program tests that the average-lattice satellite measures $\bar d=\Lambda/N$, where $\Lambda$ is the period length and $N$ the number of planes per period. Without interface excess this is the plane-number mean of the layer spacings $d_i$, equal to their harmonic mean weighted by the strained thicknesses. Explicit sums over all planes locate the strongest peak between the layer Bragg positions, for two layers and for three layers with an interface excess; the program asserts agreement with $\bar d$ and, for two layers, disagreement with the equal-weight and thickness-weighted arithmetic means. Further assertions cover the coherent normal strain, the satellite amplitude and its extinction, the peak shift of a finite stack, the substrate amplitude, refraction and the critical thickness. In the example $\bar d=0.28326$ nm, while the equal-weight mean is 0.28440 nm, a difference of 535 arcsec in Bragg angle. Reading the satellite with equal weights would give a layer mismatch of 0.538 % instead of 1.345 %. The output also lists the shifts caused by the finite stack, the substrate, refraction, interface excess and an additional plane.

## Check in Python

```python
"""
Result under test: the average-lattice satellite of a coherent superlattice
measures dbar = (period length)/(planes per period).  This is the mean spacing
weighted by plane number, equal to the thickness-weighted harmonic mean; it is
not the equal-weight mean of the layer spacings.

Symbols: A = alloy layer, B = layer of substrate material; n_A, n_B = planes
(monolayers) per period; d_A, d_B = strained normal spacings; f_A, f_B =
relative scattering factors per plane; order = reflection order of one plane
spacing; q = 4 pi sin(theta)/wavelength.  Lengths in nm, q in 1/nm.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq, minimize_scalar


def build_stack(counts, spacings, factors, periods, excess=0.0):
    """Plane positions, scattering factors and period length."""
    widths = np.repeat(spacings, counts)
    z_cell = np.cumsum(widths) - widths / 2
    z_cell[counts[0]:] += excess
    period = widths.sum() + excess
    z = (np.arange(periods)[:, None] * period + z_cell).ravel()
    return z, np.tile(np.repeat(factors, counts), periods), period


def amplitude(q, z, f):
    return np.dot(f, np.exp(1j * q * z))


def intensity(q, z, f):
    return abs(amplitude(q, z, f))**2


def strongest_peak(z, f, spacings, order):
    """Strongest maximum between the Bragg positions of the separate layers."""
    grid = np.linspace(2*np.pi*order/max(spacings),
                       2*np.pi*order/min(spacings), 3000)
    best = grid[np.argmax([intensity(q, z, f) for q in grid])]
    step = grid[1] - grid[0]
    found = minimize_scalar(lambda q: -intensity(q, z, f), method="bounded",
                            bounds=(best - step, best + step),
                            options={"xatol": 1e-11})
    return found.x


# ---------------- input of the worked example ----------------
a_sub, a_alloy = 0.565, 0.569
c12_over_c11 = 0.45
n_A, n_B, periods = 12, 48, 5
f_A, f_B = 1.03, 1.00
order, wavelength = 2, 0.154
n_tot = n_A + n_B

# ---------------- coherent strain ----------------
eps_par = a_sub / a_alloy - 1
eps_perp = -2 * c12_over_c11 * eps_par


def elastic_energy(ez_scaled):
    """Cubic energy density / C11, normal strain in units of eps_par."""
    ez = ez_scaled
    return 0.5*(2 + ez**2) + c12_over_c11*(1 + 2*ez)


relaxed = minimize_scalar(elastic_energy).x
assert abs(relaxed * eps_par / eps_perp - 1) < 1e-6
d_A = a_alloy * (1 + eps_perp) / 2
d_B = a_sub / 2

# ---------------- candidate averages ----------------
t_A, t_B = n_A * d_A, n_B * d_B
period = t_A + t_B
d_bar = period / n_tot
d_equal = (d_A + d_B) / 2
d_thick = (t_A * d_A + t_B * d_B) / period
d_harm = period / (t_A / d_A + t_B / d_B)
assert abs(d_harm / d_bar - 1) < 1e-13
NA, NB, DA, DB = sp.symbols("NA NB DA DB", positive=True)
length = NA*DA + NB*DB
gap = (NA*DA**2 + NB*DB**2)/length - length/(NA + NB)
assert sp.simplify(gap - NA*NB*(DA - DB)**2/((NA + NB)*length)) == 0

# ---------------- peak position from explicit plane sums ----------------
many = 60
z_many, f_many, _ = build_stack([n_A, n_B], [d_A, d_B], [f_A, f_B], many)
q_many = strongest_peak(z_many, f_many, [d_A, d_B], order)
d_measured = 2*np.pi*order/q_many
# tolerance: pulling of the maximum by the finite number of periods
assert abs(d_measured / d_bar - 1) < 3e-6
assert abs(d_measured / d_thick - 1) > 1e-5
assert abs(d_measured / d_equal - 1) > 1e-3

counts3, spac3, excess3 = [20, 8, 5], [0.2830, 0.2860, 0.2845], 0.001
z3, f3, _ = build_stack(counts3, spac3, [1.0, 1.3, 0.7], many, excess3)
d3 = 2*np.pi*order/strongest_peak(z3, f3, spac3, order)
d3_formula = (np.dot(counts3, spac3) + excess3) / sum(counts3)
assert abs(d3 / d3_formula - 1) < 3e-6
assert abs(d3 / (d3_formula - excess3/sum(counts3)) - 1) > 5e-5

# ---------------- same period, other layer spacings ----------------
alt = [(d_A + d_bar)/2, (d_B + d_bar)/2]
z_alt, f_alt, _ = build_stack([n_A, n_B], alt, [f_A, f_B], many)
q_alt = strongest_peak(z_alt, f_alt, alt, order)
assert abs(q_alt / q_many - 1) < 3e-6
q0 = 2*np.pi*order/d_bar


def side_ratios(spacings):
    """Period-factor intensity of satellites -1 and +1 relative to 0."""
    z, f, lam = build_stack([n_A, n_B], spacings, [f_A, f_B], 1)
    return [intensity(q0 + k*2*np.pi/lam, z, f)/intensity(q0, z, f)
            for k in (-1, 1)]


side_true, side_alt = side_ratios([d_A, d_B]), side_ratios(alt)
assert max(abs(np.array(side_alt)/np.array(side_true) - 1)) > 0.2

# ---------------- visibility of the average satellite ----------------


def satellite_amplitude(na, nb, da, db, fa, fb):
    phase = 2*np.pi*order*na*nb*(da - db)/(na*da + nb*db)
    value = np.sin(phase/2)*(fa/np.sin(phase/na/2) + fb/np.sin(phase/nb/2))
    return phase, abs(value)


phi, f0_formula = satellite_amplitude(n_A, n_B, d_A, d_B, f_A, f_B)
z_one, f_one, _ = build_stack([n_A, n_B], [d_A, d_B], [f_A, f_B], 1)
f0_sum = abs(amplitude(q0, z_one, f_one))
assert abs(f0_formula / f0_sum - 1) < 1e-10
visibility = f0_sum / f_one.sum()
d_ext = d_B + n_tot*d_B/(order*n_A*n_B - n_A)
z_ext, f_ext, lam_ext = build_stack([n_A, n_B], [d_ext, d_B], [f_A, f_B], 1)
assert abs(amplitude(2*np.pi*order*n_tot/lam_ext, z_ext, f_ext)) < 1e-8
period_extinct = period * 2*np.pi/phi

# ---------------- pulling of the maximum in a finite stack ----------------
F = amplitude(q0, z_one, f_one)
dF = np.dot(1j*z_one*f_one, np.exp(1j*q0*z_one))
slope = 2*(np.conj(F)*dF).real/abs(F)**2


def pulling(m):
    return 6*slope/((m**2 - 1)*period**2)


z_film, f_film, _ = build_stack([n_A, n_B], [d_A, d_B], [f_A, f_B], periods)
q_film = strongest_peak(z_film, f_film, [d_A, d_B], order)
z20, f20, _ = build_stack([n_A, n_B], [d_A, d_B], [f_A, f_B], 20)
q20 = strongest_peak(z20, f20, [d_A, d_B], order)
# leading-order law: relative error falls as 1/periods^2
assert abs((q_film - q0)/pulling(periods) - 1) < 0.10
assert abs((q20 - q0)/pulling(20) - 1) < 0.01


# ---------------- angles ----------------
def theta(q):
    return np.arcsin(q*wavelength/(4*np.pi))


def arcsec(angle):
    return np.degrees(angle)*3600


def shift_of_spacing(d):
    """Bragg-angle change when d_bar is replaced by d."""
    return arcsec(theta(2*np.pi*order/d) - theta(q0))


th0 = theta(q0)
film = periods*period
half = intensity(q_film, z_film, f_film)/2
edges = [brentq(lambda q: intensity(q, z_film, f_film) - half,
                q_film, q0 + sign*2*np.pi/film) for sign in (-1, 1)]
width = arcsec(theta(edges[1]) - theta(edges[0]))


# ---------------- interference with the substrate ----------------
def substrate(q):
    return f_B*np.exp(-0.5j*q*d_B)/(1 - np.exp(-1j*q*d_B))


k = np.arange(150000)
explicit = np.sum(f_B*np.exp(-1j*q0*(k + 0.5)*d_B - 1e-4*k))
# tolerance: damping 1e-4 per plane used to make the explicit sum converge
assert abs(explicit/substrate(q0) - 1) < 0.01
q_lo, q_hi = q_film - np.pi/film, q_film + np.pi/film
q_total = minimize_scalar(
    lambda q: -abs(substrate(q) + amplitude(q, z_film, f_film))**2,
    method="bounded", bounds=(q_lo, q_hi), options={"xatol": 1e-10}).x
assert q_lo + 1e-3 < q_total < q_hi - 1e-3

# ---------------- refraction and multiple scattering ----------------
r_e = constants.physical_constants["classical electron radius"][0]*1e9
electron_density = 4*(31 + 33)/a_sub**3      # Ga and As, all electrons
delta = r_e*wavelength**2*electron_density/(2*np.pi)
th_outside = np.arcsin(np.sqrt(np.sin(th0)**2 + 2*delta))
refraction = arcsec(th_outside - th0)
assert abs(refraction/arcsec(2*delta/np.sin(2*th0)) - 1) < 1e-3
reflect_bound = (2*np.pi/wavelength*delta*film/np.sin(th0))**2

# ---------------- coherence: isotropic misfit-dislocation estimate --------
poisson = c12_over_c11/(1 + c12_over_c11)
burgers = a_sub/np.sqrt(2)
cos_line = cos_slip = 0.5                    # 60-degree dislocations
misfit = a_alloy/a_sub - 1
misfit_mean = misfit*n_A/n_tot


def critical_thickness(f):
    c = burgers*(1 - poisson*cos_line**2)/(8*np.pi*(1 + poisson)*cos_slip*f)
    return brentq(lambda h: h - c*(np.log(h/burgers) + 1), 2.0, 1e5)


def film_energy(h, f, relief):
    """Energy per area / shear modulus with two dislocation arrays."""
    strain = 2*(1 + poisson)/(1 - poisson)*h*(f - relief)**2
    line = (burgers**2*(1 - poisson*cos_line**2)/(4*np.pi*(1 - poisson))
            * (np.log(h/burgers) + 1))
    return strain + 2*relief/(burgers*cos_slip)*line


h_layer, h_stack = critical_thickness(misfit), critical_thickness(misfit_mean)
for h_c, f in ((h_layer, misfit), (h_stack, misfit_mean)):
    small = 1e-3*f
    assert film_energy(0.95*h_c, f, small) > film_energy(0.95*h_c, f, 0)
    assert film_energy(1.05*h_c, f, small) < film_energy(1.05*h_c, f, 0)
assert t_A < h_layer and film < h_stack

# ---------------- strain inferred from the satellite ----------------
mismatch_true = d_A/d_B - 1
mismatch_mean = d_bar/d_B - 1
mismatch_wrong = (2*d_bar - d_B)/d_B - 1
assert abs(mismatch_wrong/mismatch_true - 2*n_A/n_tot) < 1e-10
excess = 0.005
d_extra = (period + d_A)/(n_tot + 1)

# ---------------- output ----------------
print(f"substrate, alloy lattice parameter: {a_sub:.3f}, {a_alloy:.3f} nm")
print(f"C12/C11: {c12_over_c11:.2f}; wavelength: {wavelength:.3f} nm")
print(f"planes A, B per period: {n_A}, {n_B}; periods: {periods}")
print(f"scattering factors A, B: {f_A:.2f}, {f_B:.2f}; order: {order}")
print(f"alloy in-plane strain: {100*eps_par:.4f} %")
print(f"alloy normal strain: {100*eps_perp:.4f} %")
print(f"spacing d_A, d_B: {d_A:.6f}, {d_B:.6f} nm")
print(f"layer thickness A, B: {t_A:.4f}, {t_B:.4f} nm")
print(f"period: {period:.4f} nm; whole stack: {film:.2f} nm")
print(f"plane-number mean = harmonic mean: {d_bar:.7f} nm")
print(f"thickness-weighted arithmetic mean: {d_thick:.7f} nm")
print(f"equal-weight mean: {d_equal:.7f} nm")
print(f"spacing from plane sum, {many} periods: {d_measured:.7f} nm")
print(f"three-layer test, plane sum: {d3:.7f} nm")
print(f"three-layer test, formula: {d3_formula:.7f} nm")
print(f"satellite q0: {q0:.5f} 1/nm; Bragg angle: {np.degrees(th0):.4f} deg")
print(f"Bragg angle for equal-weight mean: "
      f"{np.degrees(theta(2*np.pi*order/d_equal)):.4f} deg")
print(f"angle shift, equal-weight mean: {shift_of_spacing(d_equal):.1f} arcsec")
print(f"angle shift, thickness arithmetic mean: "
      f"{shift_of_spacing(d_thick):.2f} arcsec")
print(f"true normal mismatch of A to B: {100*mismatch_true:.4f} %")
print(f"mismatch of average lattice to B: {100*mismatch_mean:.4f} %")
print(f"A mismatch inferred with equal weights: {100*mismatch_wrong:.4f} %")
print(f"same-period alternative d_A, d_B: {alt[0]:.6f}, {alt[1]:.6f} nm")
print(f"alternative, spacing from plane sum: {2*np.pi*order/q_alt:.7f} nm")
print(f"satellites -1, +1 relative to 0, example: "
      f"{side_true[0]:.4f}, {side_true[1]:.4f}")
print(f"satellites -1, +1 relative to 0, alternative: "
      f"{side_alt[0]:.4f}, {side_alt[1]:.4f}")
print(f"phase phi: {phi:.4f} rad; amplitude / in-phase sum: {visibility:.4f}")
print(f"period for extinction at same layer ratio: {period_extinct:.1f} nm")
print(f"satellite full width at half maximum: {width:.1f} arcsec")
print(f"slope of ln|F|^2: {slope:.4f} nm")
print(f"finite-stack shift, plane sum: "
      f"{arcsec(theta(q_film) - th0):.2f} arcsec")
print(f"finite-stack shift, formula: "
      f"{arcsec(theta(q0 + pulling(periods)) - th0):.2f} arcsec")
print(f"added shift by substrate interference: "
      f"{arcsec(theta(q_total) - theta(q_film)):.2f} arcsec")
print(f"refraction: delta {delta:.3e}; shift {refraction:.2f} arcsec")
print(f"shift by {excess:.3f} nm interface excess per period: "
      f"{shift_of_spacing(d_bar + excess/n_tot):.2f} arcsec")
print(f"shift by one more A plane per period: "
      f"{shift_of_spacing(d_extra):.2f} arcsec")
print(f"upper estimate of stack reflectivity: {reflect_bound:.4f}")
print(f"misfit of A, mean of stack: {100*misfit:.4f}, {100*misfit_mean:.4f} %")
print(f"critical thickness, single A layer: {h_layer:.1f} nm")
print(f"critical thickness, stack at mean misfit: {h_stack:.1f} nm")
print("all tests passed")
```

Printed output:

```
substrate, alloy lattice parameter: 0.565, 0.569 nm
C12/C11: 0.45; wavelength: 0.154 nm
planes A, B per period: 12, 48; periods: 5
scattering factors A, B: 1.03, 1.00; order: 2
alloy in-plane strain: -0.7030 %
alloy normal strain: 0.6327 %
spacing d_A, d_B: 0.286300, 0.282500 nm
layer thickness A, B: 3.4356, 13.5600 nm
period: 16.9956 nm; whole stack: 84.98 nm
plane-number mean = harmonic mean: 0.2832600 nm
thickness-weighted arithmetic mean: 0.2832682 nm
equal-weight mean: 0.2844000 nm
spacing from plane sum, 60 periods: 0.2832599 nm
three-layer test, plane sum: 0.2839848 nm
three-layer test, formula: 0.2839848 nm
satellite q0: 44.36338 1/nm; Bragg angle: 32.9338 deg
Bragg angle for equal-weight mean: 32.7852 deg
angle shift, equal-weight mean: -535.1 arcsec
angle shift, thickness arithmetic mean: -3.85 arcsec
true normal mismatch of A to B: 1.3451 %
mismatch of average lattice to B: 0.2690 %
A mismatch inferred with equal weights: 0.5381 %
same-period alternative d_A, d_B: 0.284780, 0.282880 nm
alternative, spacing from plane sum: 0.2832599 nm
satellites -1, +1 relative to 0, example: 0.0752, 0.1311
satellites -1, +1 relative to 0, alternative: 0.0212, 0.0253
phase phi: 1.6184 rad; amplitude / in-phase sum: 0.8946
period for extinction at same layer ratio: 66.0 nm
satellite full width at half maximum: 197.0 arcsec
slope of ln|F|^2: 2.8449 nm
finite-stack shift, plane sum: 7.10 arcsec
finite-stack shift, formula: 7.42 arcsec
added shift by substrate interference: 14.62 arcsec
refraction: delta 1.510e-05; shift 6.82 arcsec
shift by 0.005 nm interface excess per period: -39.29 arcsec
shift by one more A plane per period: -23.50 arcsec
upper estimate of stack reflectivity: 0.0093
misfit of A, mean of stack: 0.7080, 0.1416 %
critical thickness, single A layer: 14.5 nm
critical thickness, stack at mean misfit: 103.7 nm
all tests passed
```
